# Dipole Correction for Periodic Slabs: Sawtooth Potential, Energy Term and Double Counting: a numerical check

```python
"""Dipole correction for a periodically repeated, neutral, asymmetric slab.

Result under test, for cell length L and dipole per area m = int z rho dz:
  sawtooth potential   phi_dip(z) = m z / (eps0 L),  -L/2 < z < L/2
  energy per area      dE = + m^2 / (2 eps0 L)
Together they turn periodic electrostatics into that of an isolated slab.
Units inside: nm, eV, V, elementary charge e. K = e/eps0 in V nm.
Densities are laterally averaged; energies are per nm^2 of surface.
alpha = d m / d(applied field) is the slab polarizability per area.
"""
import numpy as np
from scipy import constants as sc
from scipy.special import erf

K = sc.e / sc.epsilon_0 * 1e9
HB = sc.hbar**2 / sc.m_e / sc.e * 1e18          # hbar^2/m in eV nm^2
DOS = 1 / (np.pi * HB)                          # 2D states per eV nm^2
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
PC = sc.e * 1e9 * 1e12                          # e/nm -> pC/m
STEP = 0.02                                     # grid spacing, nm
N0, LEFT, RIGHT, SMEAR = 180.0, -0.4, 0.6, 0.05
SIGMA_SI = 0.1                                  # C/m^2
SIGMA = SIGMA_SI / sc.e * 1e-18                 # e/nm^2
Z_NEG, Z_POS = -0.8, -0.7                       # adsorbate charge sheets


def bump(z, centre, width):
    return (np.exp(-(z - centre)**2 / (2 * width**2))
            / (width * np.sqrt(2 * np.pi)))


def jellium(z, right=RIGHT):
    s = SMEAR * np.sqrt(2)
    return N0 / 2 * (erf((z - LEFT) / s) - erf((z - right) / s))


def layered(z):
    """Five soft ion planes with the same mean inner potential as jellium."""
    d = (RIGHT - LEFT) / 5
    width = np.sqrt(SMEAR**2 + d**2 / 12)
    return sum(N0 * d * bump(z, LEFT + (i + 0.5) * d, width)
               for i in range(5))


def operators(L):
    """Grid, kinetic matrix and three maps from charge density to potential."""
    size = int(round(L / STEP))
    z = (np.arange(size) - size // 2) * STEP
    k = 2 * np.pi * np.fft.fftfreq(size, STEP)
    one = np.eye(size)
    waves = np.fft.fft(one, axis=0)
    inverse = np.zeros(size)
    inverse[1:] = 1 / k[1:]**2
    kinetic = HB / 2 * np.fft.ifft(k[:, None]**2 * waves, axis=0).real
    periodic = K * np.fft.ifft(inverse[:, None] * waves, axis=0).real
    # direct integral of -|z-z'|/2; Euler-Maclaurin terms treat the kink
    second = np.eye(size, k=1) + np.eye(size, k=-1) - 2 * one
    weight = STEP * np.abs(z[:, None] - z) + STEP**2 * (
        one / 6 - second / 120 + 31 / 30240 * second @ second)
    maps = {"periodic": periodic, "isolated": -K / 2 * weight,
            "corrected": periodic + K * STEP / L * np.outer(z, z)}
    return z, k, kinetic, maps


def exchange_correlation(n, corr):
    """Energy per electron and potential: Dirac exchange, Wigner correlation."""
    rs = (3 / (4 * np.pi * np.maximum(n, 1e-25)))**(1 / 3) / BOHR
    ex = -0.75 * (3 / (2 * np.pi))**(2 / 3) / rs
    ec = -0.44 / (rs + 7.8) * corr
    return (HARTREE * (ex + ec),
            HARTREE * (4 / 3 * ex + ec * (1 + rs / (3 * (rs + 7.8)))))


def solve_slab(L, kind, metal=jellium, field=0.0, corr=1.0):
    """Self-consistent Kohn-Sham film; applied field in V/nm along +z."""
    z, k, kinetic, maps = operators(L)
    coulomb = maps[kind]
    background = metal(z)
    total = STEP * background.sum()
    ions = background + SIGMA * (bump(z, Z_POS, SMEAR) - bump(z, Z_NEG, SMEAR))

    def potential(n):
        return (-coulomb @ (ions - n) + field * z
                + exchange_correlation(n, corr)[1])

    guess = np.fft.ifft(np.fft.fft(background) * np.exp(-k**2 * 0.00195)).real
    v = potential(np.maximum(guess, 0))
    for _ in range(150):
        eps, psi = np.linalg.eigh(kinetic + np.diag(v))
        psi = psi / np.sqrt(STEP)
        for bands in range(1, len(eps)):
            mu = (total / DOS + eps[:bands].sum()) / bands
            if mu <= eps[bands]:
                break
        occ = DOS * (mu - eps[:bands])
        shapes = psi[:, :bands]**2
        n = shapes @ occ
        residual = potential(n) - v
        if np.abs(residual).max() < 1e-8:
            break
        # density response of independent electrons, used to speed convergence
        summed = shapes.sum(axis=1)
        chi = -DOS * (shapes @ shapes.T - np.outer(summed, summed) / bands)
        for i in range(bands):
            gap = eps[i] - eps
            gap[i] = np.inf
            chi += (2 * occ[i] * np.outer(psi[:, i], psi[:, i])
                    * ((psi / gap) @ psi.T))
        change = np.linalg.solve(np.eye(len(z)) - STEP * coulomb @ chi,
                                 residual)
        v = v + change * min(1.0, 3 / np.abs(change).max())
    else:
        raise RuntimeError("self-consistency not reached")
    rho = ions - n
    phi = coulomb @ rho
    phi_per = maps["periodic"] @ rho
    exc, vxc = exchange_correlation(n, corr)
    lateral = np.sum(occ**2) / (2 * DOS)
    kin_z = STEP * np.sum(psi[:, :bands] * (kinetic @ psi[:, :bands]), axis=0)
    energy = (occ @ kin_z + lateral + STEP * n @ exc
              + 0.5 * STEP * rho @ phi)
    from_bands = (occ @ eps[:bands] + lateral + STEP * n @ (exc - vxc)
                  + STEP * n @ phi_per + 0.5 * STEP * rho @ phi_per)
    return dict(m=STEP * z @ rho, m_ion=STEP * z @ ions, m_el=-STEP * z @ n,
                energy=energy, from_bands=from_bands, bands=bands,
                w_left=-phi[0] - mu, w_right=-phi[-1] - mu,
                edge_field=-(phi[0] - phi[-1]) / STEP, edge_n=n[0])


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


# --- fixed Gaussian sheets: closed-form isolated potential as reference ---
L0 = 3.0
z0, _, _, maps0 = operators(L0)
sheets = [(0.5, -0.6, 0.05), (-0.8, 0.1, 0.08), (0.3, 0.5, 0.06)]


def sheet_case(items):
    rho = sum(c * bump(z0, x, s) for c, x, s in items)
    exact = sum(-K * c / 2 * ((z0 - x) * erf((z0 - x) / (s * np.sqrt(2)))
                + 2 * s**2 * bump(z0, x, s)) for c, x, s in items)
    per = maps0["periodic"] @ rho
    return exact, per, 0.5 * STEP * rho @ (exact - per)


exact, per, gap_energy = sheet_case(sheets)
m_test = sum(c * x for c, x, s in sheets)
q_test = sum(c * (x**2 + s**2) for c, x, s in sheets)
pot_error = np.abs(per + K * m_test * z0 / L0
                   - exact - K * q_test / (2 * L0)).max()
assert pot_error < 1e-6
assert abs(gap_energy - K * m_test**2 / (2 * L0)) < 1e-7
d = 0.01
a, b = -0.4, 0.3
moved = [sheet_case(sheets + [(t, b, 0.05), (-t, a, 0.05)])[2]
         for t in (d, -d)]
assert abs((moved[0] - moved[1]) / (2 * d) - K * m_test * (b - a) / L0) < 1e-5
shifted = [sheet_case([(0.5, -0.6 + t, 0.05)] + sheets[1:])[2]
           for t in (d, -d)]
force = -(shifted[0] - shifted[1]) / (2 * d)
assert abs(force + 0.5 * K * m_test / L0) < 1e-5

# --- self-consistent film: corrected cell against isolated slab ---
iso = solve_slab(5.0, "isolated")
cor = solve_slab(L0, "corrected")
assert abs(cor["energy"] - iso["energy"]) < 1e-4
assert abs(cor["m"] - iso["m"]) < 1e-4
for face in ("w_left", "w_right"):
    assert abs(cor[face] - iso[face]) < 1e-3
assert abs(iso["w_left"] - iso["w_right"] - K * iso["m"]) < 1e-3
band_term = K / (2 * L0) * (cor["m_ion"]**2 - cor["m_el"]**2)
assert abs(cor["from_bands"] + band_term - cor["energy"]) < 1e-4

# --- uncorrected cells, and their explanation by the artificial field ---
plain = {L: solve_slab(L, "periodic") for L in (3.0, 4.0, 5.0)}
for L, r in plain.items():
    assert abs(r["edge_field"] - K * r["m"] / L) < 2e-3
driven = solve_slab(L0, "isolated", field=K * plain[L0]["m"] / L0)
assert abs(driven["m"] - plain[L0]["m"]) < 1e-4
up = solve_slab(L0, "isolated", field=0.1)
down = solve_slab(L0, "isolated", field=-0.1)
alpha = (up["m"] - down["m"]) / 0.2
m0 = iso["m"]
predicted = {L: m0 / (1 - K * alpha / L) for L in plain}
for L, r in plain.items():
    assert abs(r["m"] / predicted[L] - 1) < 0.03
    err = r["energy"] - iso["energy"]
    assert abs(err / (-K * m0 * predicted[L] / (2 * L)) - 1) < 0.05
p3 = plain[L0]
late = p3["energy"] + K * p3["m"]**2 / (2 * L0) - iso["energy"]
late_formula = (predicted[L0] - m0)**2 / (2 * alpha)
assert abs(late / late_formula - 1) < 0.08

# --- sizes of neglected effects ---
lay = solve_slab(L0, "corrected", metal=layered)
thick = solve_slab(4.0, "corrected", metal=lambda z: jellium(z, 0.8))
exch = solve_slab(L0, "corrected", corr=0.0)
coverage, pol_volume = 4.0, 1e-3                # 1/nm^2 and nm^3
R = 200
x, y = np.meshgrid(np.arange(-R, R + 1), np.arange(-R, R + 1))
r2 = (x**2 + y**2).astype(float)
inside = (r2 > 0) & (r2 <= R**2)
lattice_sum = np.sum(r2[inside]**-1.5) + 2 * np.pi / R
depol = 1 - 1 / (1 + pol_volume * lattice_sum * coverage**1.5)
lateral_factor = np.exp(-2 * np.pi * np.sqrt(coverage) * (Z_NEG + L0 / 2))
fermi = HB / 2 * (3 * np.pi**2 * N0)**(2 / 3)
kt = sc.k * 300 / sc.e

show("Jellium density", N0, "electrons/nm^3", 0)
show("Film thickness", RIGHT - LEFT, "nm", 2)
show("Adsorbate sheet charge", SIGMA_SI, "C/m^2", 2)
show("Adsorbate sheet separation", Z_POS - Z_NEG, "nm", 2)
show("Frozen adsorbate dipole", SIGMA * (Z_POS - Z_NEG) * PC, "pC/m", 3)
show("e/eps0", K, "V nm", 4)
print("Occupied subbands:", iso["bands"])
print(f"Gaussian test, largest potential error: {pot_error:.1e} V")
show("Isolated dipole m0", m0 * PC, "pC/m", 3)
show("Isolated potential step", K * m0, "V")
show("Isolated work function, adsorbate face", iso["w_left"], "eV")
show("Isolated work function, bare face", iso["w_right"], "eV")
show("Corrected 3 nm dipole", cor["m"] * PC, "pC/m", 3)
show("Corrected 3 nm work function, adsorbate face", cor["w_left"], "eV")
show("Corrected 3 nm work function, bare face", cor["w_right"], "eV")
show("Corrected 3 nm energy term", K * cor["m"]**2 / (2 * L0) * 1e3,
     "meV/nm^2", 3)
print(f"Corrected minus isolated energy: "
      f"{(cor['energy'] - iso['energy']) * 1e3:.1e} meV/nm^2")
show("Ionic dipole about cell centre", cor["m_ion"], "e/nm")
show("Electronic dipole about cell centre", cor["m_el"], "e/nm")
show("Term to add to eigenvalue-based energy", band_term, "eV/nm^2")
show("Polarizability alpha/eps0", K * alpha, "nm")
for L, r in plain.items():
    tag = f"Uncorrected {L:.0f} nm"
    show(tag + " dipole", r["m"] * PC, "pC/m", 3)
    show(tag + " dipole from alpha", predicted[L] * PC, "pC/m", 3)
    show(tag + " vacuum field", r["edge_field"] * 10, "MV/cm", 3)
    show(tag + " work function at cell face", r["w_left"], "eV")
    show(tag + " energy error", (r["energy"] - iso["energy"]) * 1e3,
         "meV/nm^2", 3)
show("Error if energy term is added afterwards, 3 nm", late * 1e3,
     "meV/nm^2", 3)
show("Same error from alpha", late_formula * 1e3, "meV/nm^2", 3)
print(f"Electron density at the jump: {cor['edge_n']:.1e} /nm^3")
show("Ion layering, bare-face work function change",
     lay["w_right"] - cor["w_right"], "eV")
show("Film 0.2 nm thicker, bare-face change",
     thick["w_right"] - cor["w_right"], "eV")
show("No correlation, bare-face change",
     exch["w_right"] - cor["w_right"], "eV")
show("Adsorbate coverage assumed", coverage, "/nm^2", 1)
show("Adsorbate polarizability volume assumed", pol_volume, "nm^3", 4)
show("Dipole loss by mutual depolarization", depol * 100, "percent", 2)
print(f"Lateral structure factor at the jump: {lateral_factor:.1e}")
print(f"Fermi-level shift scale at 300 K: "
      f"{np.pi**2 * kt**2 / (12 * fermi):.1e} eV")
print("verified")
```

Output:

```
Jellium density: 180 electrons/nm^3
Film thickness: 1.00 nm
Adsorbate sheet charge: 0.10 C/m^2
Adsorbate sheet separation: 0.10 nm
Frozen adsorbate dipole: 10.000 pC/m
e/eps0: 18.0951 V nm
Occupied subbands: 6
Gaussian test, largest potential error: 3.0e-15 V
Isolated dipole m0: 9.845 pC/m
Isolated potential step: 1.1119 V
Isolated work function, adsorbate face: 4.5734 eV
Isolated work function, bare face: 3.4615 eV
Corrected 3 nm dipole: 9.845 pC/m
Corrected 3 nm work function, adsorbate face: 4.5734 eV
Corrected 3 nm work function, bare face: 3.4615 eV
Corrected 3 nm energy term: 11.386 meV/nm^2
Corrected minus isolated energy: -3.5e-04 meV/nm^2
Ionic dipole about cell centre: 18.0624 e/nm
Electronic dipole about cell centre: -18.0010 e/nm
Term to add to eigenvalue-based energy: 6.6829 eV/nm^2
Polarizability alpha/eps0: 1.2336 nm
Uncorrected 3 nm dipole: 16.719 pC/m
Uncorrected 3 nm dipole from alpha: 16.720 pC/m
Uncorrected 3 nm vacuum field: 6.294 MV/cm
Uncorrected 3 nm work function at cell face: 3.9545 eV
Uncorrected 3 nm energy error: -19.338 meV/nm^2
Uncorrected 4 nm dipole: 14.234 pC/m
Uncorrected 4 nm dipole from alpha: 14.235 pC/m
Uncorrected 4 nm vacuum field: 4.019 MV/cm
Uncorrected 4 nm work function at cell face: 3.9771 eV
Uncorrected 4 nm energy error: -12.348 meV/nm^2
Uncorrected 5 nm dipole: 13.069 pC/m
Uncorrected 5 nm dipole from alpha: 13.069 pC/m
Uncorrected 5 nm vacuum field: 2.952 MV/cm
Uncorrected 5 nm work function at cell face: 3.9877 eV
Uncorrected 5 nm energy error: -9.070 meV/nm^2
Error if energy term is added afterwards, 3 nm: 13.502 meV/nm^2
Same error from alpha: 13.506 meV/nm^2
Electron density at the jump: 1.3e-07 /nm^3
Ion layering, bare-face work function change: -0.1321 eV
Film 0.2 nm thicker, bare-face change: -0.0675 eV
No correlation, bare-face change: -1.0397 eV
Adsorbate coverage assumed: 4.0 /nm^2
Adsorbate polarizability volume assumed: 0.0010 nm^3
Dipole loss by mutual depolarization: 6.74 percent
Lateral structure factor at the jump: 1.5e-04
Fermi-level shift scale at 300 K: 4.7e-05 eV
verified
```
